\section*{Why an Insulator's Response Density Matrix Delocalizes Near the Gap}

\section{One level driven below an empty band}

Consider an electron in a localized level of energy $\varepsilon_0$, next to an empty one-dimensional band. Number the band's sites by $m$, and let its energies be $\varepsilon_b+2J(1-\cos k)$, with $J>0$ and $k$ in radians per site. A weak drive $v e^{-i\omega\tau}$ couples the level to site $0$; $\tau$ is time and $\hbar=1$. To first order the amplitudes $c_m$ on the band sites obey $(\varepsilon_0+\omega-h)c=v\,\delta_{m0}$, where $h$ is the band Hamiltonian. The missing energy is $\delta=\varepsilon_b-\varepsilon_0-\omega>0$, so
\begin{equation}
-(\delta+2J)c_m+J(c_{m+1}+c_{m-1})=v\,\delta_{m0}.
\end{equation}
Away from site $0$, the trial form $c_m=c_0e^{-\kappa|m|}$ requires $2J\cosh\kappa=2J+\delta$, or $4J\sinh^2(\kappa/2)=\delta$. At site $0$ it gives $c_0=-v/(2J\sinh\kappa)$.

The drive supplies too little energy for a propagating wave, so the wave is evanescent. As $\delta\to0$ its decay rate vanishes as $\sqrt{\delta/J}$. The operator responsible is the resolvent of $h$ at the occupied energy shifted by $\omega$. In an insulator the hole can move as well, and the missing energy can be shared between electron and hole.

\section{The two-band chain}

Let the sites $m$ have spacing $a$, energies $\varepsilon_m=\Delta(-1)^m$ and nearest-neighbour hopping $t>0$. Electrons are independent and one spin is treated. Even sites are ``high'', odd sites ``low''. Write $H=\Delta Z+T$, where $Z$ is the sign $(-1)^m$ and $T$ the hopping. Hopping changes the sublattice, so $ZT=-TZ$, the cross terms in $H^2$ cancel, and
\begin{equation}
H^2=\Delta^2+T^2,\qquad E(k)^2=\Delta^2+4t^2\cos^2k .
\end{equation}
The bands are $\pm E(k)$. The lower one is filled and the gap is $E_g=2\Delta$, reached at $k=\pi/2$.

For a perturbation $Ve^{-i\omega\tau}$, insert $P=P_0+P_1e^{-i\omega\tau}$ into $i\,dP/d\tau=[H+Ve^{-i\omega\tau},P]$ and keep first order:
\begin{equation}
\omega P_1=[H,P_1]+[V,P_0].
\label{eom}
\end{equation}
Between eigenstates $p,q$ with occupations $f=0,1$ this reads $\omega P_{1,pq}=(\varepsilon_p-\varepsilon_q)P_{1,pq}+(f_q-f_p)V_{pq}$, hence
\begin{equation}
P_{1,pq}=\frac{(f_q-f_p)V_{pq}}{\omega-\varepsilon_p+\varepsilon_q},
\qquad 0<\omega<E_g .
\label{sos}
\end{equation}

\section{The response as two shifted resolvents}

Let $G(z)=(z-H)^{-1}$. Equation (\ref{sos}) is equivalent to
\begin{equation}
P_1=\int_{-\infty}^{\infty}\frac{dy}{2\pi}\,
G\!\left(\tfrac{\omega}{2}+iy\right)V\,G\!\left(-\tfrac{\omega}{2}+iy\right).
\label{contour}
\end{equation}
To see this, set $z=-\omega/2+iy$, so that $dy/2\pi=dz/2\pi i$. The $pq$ element is $V_{pq}$ times the integral of $1/[(z+\omega-\varepsilon_p)(z-\varepsilon_q)]$. It falls as $1/z^2$, so the line can be closed to the left. The pole $z=\varepsilon_q$ lies left of the line if $q$ is occupied. The pole $z=\varepsilon_p-\omega$ lies left if $\varepsilon_p<\omega/2$, that is, if $p$ is occupied. The cases are:
\begin{itemize}
\item $q$ occupied, $p$ empty: $1/(\omega-\varepsilon_p+\varepsilon_q)$;
\item $p$ occupied, $q$ empty: $1/(\varepsilon_p-\omega-\varepsilon_q)=-1/(\omega-\varepsilon_p+\varepsilon_q)$;
\item both occupied: the two residues cancel;
\item both empty: no pole is enclosed.
\end{itemize}
These are the factors in (\ref{sos}). Where the line crosses the real axis, the resolvents are evaluated at $\pm\omega/2$. Both energies lie in the gap, each at distance $(E_g-\omega)/2$ from the nearest band edge.

The resolvent follows from $(z-H)(z+H)=z^2-H^2$, which gives $G=(z+H)g$ with $g=(z^2-H^2)^{-1}$. Define $\kappa(z)$ by
\begin{equation}
\sinh^2\kappa(z)=\frac{\Delta^2-z^2}{4t^2},\qquad \mathrm{Re}\,\kappa>0 .
\label{kappa}
\end{equation}
Since $T^2$ moves an electron by $0$ or $\pm2$ sites, with weights $2t^2$ and $t^2$, $g$ connects even separations $d$ and obeys
\begin{equation}
-2t^2\cosh(2\kappa)\,g_d-t^2(g_{d+2}+g_{d-2})=\delta_{d0},
\end{equation}
where $z^2-\Delta^2-2t^2=-2t^2(1+2\sinh^2\kappa)$ was used. The form $g_d=g_0(-1)^{d/2}e^{-\kappa|d|}$ solves this for $d\neq0$. At $d=0$ it gives $-2t^2(\cosh2\kappa-e^{-2\kappa})g_0=-2t^2\sinh(2\kappa)\,g_0=1$. Acting with $z+H$, the site energy serves even $d=m-n$ and hopping serves odd $d$:
\begin{align}
G_{mn}&=-\frac{(z+\varepsilon_m)(-1)^{d/2}}{2t^2\sinh2\kappa}\,e^{-\kappa|d|}
&&(d\ \text{even}),\label{geven}\\
G_{mn}&=-\frac{(-1)^{(|d|-1)/2}}{2t\cosh\kappa}\,e^{-\kappa|d|}
&&(d\ \text{odd}).\label{godd}
\end{align}
For odd $d>0$ the second line is $t(g_{d+1}+g_{d-1})=2t\sinh\kappa\,g_0(-1)^{(d-1)/2}e^{-\kappa d}$, with $\sinh2\kappa=2\sinh\kappa\cosh\kappa$.

\section{The slowest decay and the local bound}

The integral contains a range of decay rates. To find the smallest, let $s=\sinh^2\kappa(z)$ and $\kappa=\kappa_r+i\kappa_i$. Then $|s|=\sinh^2\kappa_r+\sin^2\kappa_i$ and $|1+s|=|\cosh\kappa|^2=\sinh^2\kappa_r+\cos^2\kappa_i$, so
\begin{equation}
\cosh2\kappa_r=|s|+|1+s|
=\frac{|\Delta-z||\Delta+z|+|W-z||W+z|}{4t^2},
\end{equation}
with $W^2=\Delta^2+4t^2$. At fixed real part of $z$, every factor grows with $|y|$. The slowest decay is therefore at $y=0$. From here on $\kappa$ without an argument means $\kappa(\omega/2)$:
\begin{equation}
\boxed{\;\sinh\kappa=\frac{\sqrt{E_g^2-\omega^2}}{4t}\;}
\label{main}
\end{equation}

For $V$ of unit strength on site $0$, (\ref{contour}) contains $G_{m0}G_{0n}$. Each factor is at most $b(z)e^{-\kappa|d|}$, where $d$ is its separation and $b$ is the larger of $(|z|+\Delta)/|2t^2\sinh2\kappa(z)|$ and $1/|2t\cosh\kappa(z)|$. Since $b$ falls as $1/|y|$, the integral of the product of the two factors $b$ converges, and
\begin{equation}
|P_1(m,n)|\le C(\omega)\,e^{-\kappa(|m|+|n|)} .
\label{bound}
\end{equation}
At any fixed $\omega<E_g$ the response stays exponentially localized.

The rate is attained on the diagonal. There the two resolvents have complex-conjugate $\kappa(z)$, and the integrand carries $e^{-2\kappa_r|m|}$. For even $m\neq0$ the remaining factor at $y=0$ is
\begin{equation}
\frac{\Delta^2-\omega^2/4}{4t^4\sinh^22\kappa}
=\frac{4t^2\sinh^2\kappa}{16t^4\sinh^2\kappa\cosh^2\kappa}
=\frac1{4t^2\cosh^2\kappa},
\end{equation}
and (\ref{godd}) gives the same for odd $m$. Differentiating (\ref{kappa}) along real energy $\epsilon$ gives $\kappa'\sinh2\kappa=-\epsilon/2t^2$, and once more $2\kappa'^2\cosh2\kappa+\kappa''\sinh2\kappa=-1/2t^2$. At $\epsilon=\omega/2$,
\begin{equation}
|\kappa''|=\frac1{2t^2\sinh2\kappa}
+\frac{(\omega/2)^2\cosh2\kappa}{2t^4\sinh^32\kappa}.
\end{equation}
Since $\kappa''<0$, $2\kappa_r\approx2\kappa+|\kappa''|y^2$. The Gaussian integral gives, for $|m|\gg1$ and $\kappa|m|\gg1$,
\begin{equation}
P_1(m,m)\simeq\frac{e^{-2\kappa|m|}}{8\pi t^2\cosh^2\kappa}
\sqrt{\frac{\pi}{|\kappa''||m|}} .
\label{saddle}
\end{equation}
Each of the two resolvents contributes a factor $e^{-\kappa|m|}$, so the density change decays at the rate $2\kappa$, apart from a power of $|m|$. In other directions of the $(m,n)$ plane (\ref{bound}) is a bound and is not claimed to be sharp.

\section{A uniform field}

A field adds $V=v\,m$, where $v$ is the energy step per site. This potential is unbounded, but (\ref{eom}) needs only $[V,P_0]$, whose elements are $v(m-n)P_0(m,n)$. With $R=m-n$ and Bloch matrices $M(k)=\sum_Re^{-ikR}P(R)$ in (high, low) order, multiplication by $R$ becomes $i\partial_k$.

The Bloch Hamiltonian is $E\,\mathbf n\cdot\boldsymbol\sigma$, with $\mathbf n=(\sin\theta,0,\cos\theta)$ and $\tan\theta=2t\cos k/\Delta$. Thus $P_0=(1-\mathbf n\cdot\boldsymbol\sigma)/2$. Let $\mathbf e=\partial\mathbf n/\partial\theta$. From $\partial_k\theta=-2t\Delta\sin k/E^2$, the source is
\begin{equation}
iv\,\partial_kP_0=S\,\mathbf e\cdot\boldsymbol\sigma,\qquad
S=\frac{ivt\Delta\sin k}{E^2}.
\end{equation}
Because $\mathbf n\times\mathbf e=\hat{\mathbf y}$ and $\mathbf n\times\hat{\mathbf y}=-\mathbf e$, the commutators of the Bloch Hamiltonian with $\mathbf e\cdot\boldsymbol\sigma$ and $\sigma_y$ are $2iE\sigma_y$ and $-2iE\,\mathbf e\cdot\boldsymbol\sigma$. Inserting $A\,\mathbf e\cdot\boldsymbol\sigma+B\sigma_y$ for $P_1$ gives
\begin{equation}
\omega A=-2iEB+S,\qquad \omega B=2iEA .
\end{equation}
Eliminating $B$ yields $A=\omega S/(\omega^2-4E^2)$ and $B=2iES/(\omega^2-4E^2)$. The element with a high row and low column is $A\cos\theta-iB$, with $\cos\theta=\Delta/E$:
\begin{equation}
M_{hl}(k)=-\frac{ivt\Delta\sin k}{4E^2-\omega^2}
\left(\frac{\omega\Delta}{E^3}+\frac2E\right).
\label{mhl}
\end{equation}
For low row and high column, $A\cos\theta+iB$ changes the sign of $2/E$.

The real-space element is $P_1(R)=\int_{-\pi}^{\pi}(dk/2\pi)\,e^{ikR}M_{hl}$. For odd $R>0$, move the path into the upper half plane. By (\ref{main}), $4E^2-\omega^2=16t^2(\cos^2k+\sinh^2\kappa)$. It vanishes at $k=\pm\pi/2+i\kappa$, with derivative $16it^2\sinh2\kappa$ at both points. There $\sin k=\pm\cosh\kappa$ and $e^{ikR}=(\pm i)^Re^{-\kappa R}$, so for odd $R$ the two residues are equal. The bracket in (\ref{mhl}) at $E=\omega/2$ is $(4/\omega)(1+E_g/\omega)$. Adding both contributions,
\begin{align}
P_1(R)&\simeq 2i\,\frac{i^R(-i)vt\Delta\cosh\kappa}{16it^2\sinh2\kappa}
\,\frac4\omega\left(1+\frac{E_g}{\omega}\right)e^{-\kappa R}\nonumber\\
&=(-1)^{(R-1)/2}\,\frac{v\Delta(1+E_g/\omega)}{4t\omega\sinh\kappa}\,e^{-\kappa R}.
\label{tail}
\end{align}
For the reverse sublattice order, $1+E_g/\omega$ becomes $E_g/\omega-1$, which vanishes at the gap: the band-edge electron sits on high sites and the hole on low sites.

The factors $1/E$ and $1/E^3$ have branch points where $E=0$, at $k=\pm\pi/2+i\kappa_0$ with $\sinh\kappa_0=\Delta/2t$. They set the decay of the ground-state $P_0$. For $0<\omega<E_g$ the pole is nearer the real axis and controls the tail once $R(\kappa_0-\kappa)\gg1$; only then does (\ref{tail}) apply. Far below the gap this takes long distances: for $t=\Delta=1$ eV and $\omega=1$ eV the exact element is $0.70$ of (\ref{tail}) at $R=21$ and $0.89$ at $R=41$. At $\omega=0$ it merges with the branch point, so the static response and $P_0$ share the rate $\kappa_0$, up to powers of $R$. The gap alone fixes how $P_0$ decays at given $t$; the decay of $P_1$ is fixed by $E_g^2-\omega^2=(E_g-\omega)(E_g+\omega)$, which vanishes at resonance.

\section{Limits of the rate}

\paragraph{Near the gap.} With $E_g-\omega\ll E_g$ and $\kappa\ll1$, factor $E_g^2-\omega^2\approx2E_g(E_g-\omega)$:
\begin{equation}
\kappa\simeq\frac1t\sqrt{\frac{E_g(E_g-\omega)}8}
=\sqrt{m^*(E_g-\omega)},\qquad m^*=\frac{\Delta}{4t^2}.
\label{root}
\end{equation}
Here $m^*$ is the band-edge mass in site units: for $k=\pi/2+q$, $E\approx\Delta+2t^2q^2/\Delta=\Delta+q^2/2m^*$. Electron and hole together cost $E_g+q^2/m^*$. Setting this equal to $\omega$ gives $q=\pm i\kappa$. The square root comes from the parabolic band edges.

The amplitude depends on the perturbation. For the field it approaches $v/(4t\kappa)$ and grows with the range. For a single-site potential it shrinks: $|\kappa''|\propto\kappa^{-3}$, so the prefactor in (\ref{saddle}) falls as $\kappa^{3/2}$ at fixed $m$, as long as $\kappa|m|\gg1$. A site potential does not couple the two band-edge states, which live on different sublattices. On the diagonal, the range of its response therefore grows while the prefactor shrinks.

\paragraph{Narrow bands.} For $t\ll\Delta$ and $\omega$ well below the gap, $\kappa\approx\ln[\sqrt{E_g^2-\omega^2}/2t]$ is large. Delocalization sets in when $\sinh\kappa\sim1$, that is, at $E_g-\omega\sim8t^2/E_g$. This equals the combined width of the two bands, $2(W-\Delta)\approx4t^2/\Delta$. A narrow-band insulator thus keeps a compact response until $\omega$ is within about a bandwidth of the gap.

\paragraph{Broadening.} Equation (\ref{mhl}) holds with $\omega$ replaced by $\omega+i\eta$. At $\omega=E_g$ and small $\eta$, $\sinh^2\kappa\approx-iE_g\eta/8t^2$. The square root has phase $-\pi/4$, so
\begin{equation}
\mathrm{Re}\,\kappa\simeq\frac1t\sqrt{\frac{E_g\eta}{16}} .
\label{eta}
\end{equation}
Broadening keeps the range finite at resonance.

\paragraph{Imaginary frequency.} For $\omega=iu$, (\ref{main}) gives $\sinh\kappa=\sqrt{E_g^2+u^2}/4t\ge\sinh\kappa_0$. The pole then lies beyond the branch point, and the field response decays at the ground-state rate $\kappa_0$ set by that branch point, up to powers of $R$. At imaginary frequencies the uncoupled field response of this chain therefore does not delocalize.

\section{How large the effect is}

Take the round values $t=1$ eV, $\Delta=1$ eV and $a=2$ \AA, so $E_g=2$ eV. The band-edge mass is then about $0.48$ electron masses. At $\omega=1.9$ eV,
\begin{equation}
\sinh\kappa=\frac{\sqrt{4-3.61}}4=0.156,\qquad \kappa=0.1555,\qquad
\frac a\kappa=12.9\ \text{\AA}.
\end{equation}
In the table, the cutoff is the distance of the last high--low element of the field response above $10^{-4}$ of the largest one.

\begin{center}
\begin{tabular}{cccc}
$\omega$ (eV) & $\kappa$ per site & $a/\kappa$ (\AA) & cutoff (\AA)\\
1.600 & 0.2957 & 6.8 & 66\\
1.900 & 0.1555 & 12.9 & 122\\
1.990 & 0.0499 & 40.1 & 370\\
1.999 & 0.0158 & 126.5 & 1166
\end{tabular}
\end{center}

The ground-state range is $4.2$ \AA. One part in two thousand below the gap, the response range is $126.5$ \AA\ ($239$ bohr), thirty times larger. Reducing $E_g-\omega$ tenfold, from $0.01$ to $0.001$ eV, lowers the rate by a factor $3.16$, as the square root in (\ref{root}) requires.

The amplitude in (\ref{tail}) at $\omega=1.9$ eV, per unit $v$, is $(1+2/1.9)/(4\times1.9\times0.1561)=1.73$ eV$^{-1}$. At $R=61$ this predicts $1.314\times10^{-4}$ eV$^{-1}$, which agrees with the Bloch integral to the digits printed. The reverse order has amplitude $0.044$ eV$^{-1}$, some forty times smaller.

For a unit potential on site $0$ at the same frequency, $P_1(20,20)=7.1\times10^{-6}$ eV$^{-1}$, while (\ref{bound}) allows $1.6\times10^{-3}$ eV$^{-1}$. The bound has the right exponent but a generous prefactor. The ratio of the contour integral to (\ref{saddle}) is $0.9977$ at $m=400$ and $0.9989$ at $m=800$; the deviation halves when the distance doubles. At shorter range the odd sites deviate more: at $\kappa|m|\approx5$ the ratio is $0.97$ at $m=32$ and $1.17$ at $m=33$.

Finite chains, solved by summing over eigenstates, test both routes independently. They agree with the contour integral and the Bloch formula to about $10^{-14}$ eV$^{-1}$ for the elements compared. The numerical output lists these values.

\section{What to do about it}

\paragraph{Set the truncation radius by frequency.} For a relative tolerance $\epsilon_{\rm t}$ on the field response, a first estimate is $(a/\kappa)\ln(1/\epsilon_{\rm t})$. With $\epsilon_{\rm t}=10^{-4}$ the logarithm is $9.2$, which gives about $1165$ \AA\ at $\omega=1.999$ eV, close to the tabulated cutoff. At $1.6$ eV it gives $62$ \AA\ against $66$ \AA, since the short-range part is not a pure exponential. A radius tuned to $P_0$ is not safe: at $1.99$ eV, the tail (\ref{tail}) still has $e^{-1}=37\%$ of its amplitude after $40$ \AA.

\paragraph{Expect linear scaling with a growing prefactor.} At fixed $\omega<E_g$ and fixed tolerance, the number of retained elements in a row is practically independent of chain length once both chain ends are farther from that row's site than the cutoff. For a row in the middle, the chain must be longer than twice the cutoff. For the field response near the gap, with the tolerance taken relative to the largest element, the number of high--low elements kept in the row of a high site grows as $(E_g-\omega)^{-1/2}$. The tails between equal sublattices are weaker by a factor of order $\kappa$, and the low--high tail by $\kappa^2$, so fewer of those elements are kept. In a chain shorter than the cutoff, nearly all high--low elements are kept, and so are most elements between equal sublattices; only the low--high elements thin out, and only close to the gap. For $300$ sites at $\omega=1.999$ eV, $98\%$ of the equal-sublattice and $38\%$ of the low--high elements exceed $10^{-4}$ of the largest. The linear solver suffers too: on the resonant block, with row $p$ empty and column $q$ occupied, the operator in (\ref{eom}) has eigenvalues of magnitude $\varepsilon_p-\varepsilon_q-\omega$, the smallest being $E_g-\omega$. Its condition number therefore grows as $1/(E_g-\omega)$.

\paragraph{Use the broadening that the question permits.} With $\eta=0.01$ eV at $\omega=E_g$, (\ref{eta}) gives $\mathrm{Re}\,\kappa=0.0354$, and the full formula gives a range of $56.5$ \AA. At $\omega=E_g$, halving $\eta$ lengthens the range by about $\sqrt2$. The gap is not the worst case. Inside the absorption band, away from its edges, the rate is linear in $\eta$: $\mathrm{Re}\,\kappa\simeq\omega\eta/(8t^2|\sin2\kappa_i|)$ with $\sin^2\kappa_i=(\omega^2-E_g^2)/16t^2$. At $\omega=2.5$ eV the same $\eta$ gives $445$ \AA, and halving $\eta$ doubles it. Spectral resolution is thus paid for in matrix range.

\paragraph{Identify the right resonance.} The gap of this chain is direct. A uniform field drives only vertical transitions, so its rate is tied to the direct gap, while a site potential also transfers momentum. A second-neighbour hopping $t_2$, equal on both sublattices, adds $2t_2\cos2k$ to both bands and leaves the field response unchanged as long as the lower band stays filled. For $t_2=0.5$ eV the fundamental gap is indirect, $1.24$ eV, and the density response to a site potential spreads as $\omega$ approaches that value. The results above are also for uncoupled response. In time-dependent Hartree--Fock or density-functional theory, the induced potential depends on $P_1$, and the first pole of the coupled response can differ from the orbital gap. The rates derived here then describe the uncoupled step with a given potential, not the self-consistent response. The approach to a coupled resonance needs its own analysis: a bound electron--hole pair, for example, has an internal size that need not diverge there.

\section*{Computed results}
\begin{verbatim}
hopping t = 1.0 eV, half gap D = 1.0 eV, gap = 2.0 eV
site spacing a = 2.0 angstrom
w=0: kappa0 = 0.4812 per site, range = 4.16 angstrom
w=0 measured rate, ground state P0: 0.4816 per site
w=0 measured rate, static field P1: 0.4816 per site
Uniform field: measured rate, formula rate, range 1/kappa, cutoff
(cutoff: last high-low element above 1e-4 of the largest)
w=1.600 eV: 0.29567, 0.29567 per site, 6.76 A, 66 A
w=1.900 eV: 0.15550, 0.15550 per site, 12.86 A, 122 A
w=1.990 eV: 0.04992, 0.04992 per site, 40.07 A, 370 A
w=1.999 eV: 0.01581, 0.01581 per site, 126.51 A, 1166 A
range at w=1.999 eV = 239.1 bohr
rate ratio w=1.99 to w=1.999: 3.1575
square-root law at w=1.999 eV: 0.01581 per site
band-edge mass = 0.476 electron masses
mass law at w=1.999 eV: 0.01581 per site
Local perturbation and tails at w = 1.9 eV:
sinh(kappa) = 0.15612, kappa = 0.15550 per site
largest contour minus state-sum error = 2.2e-14 1/eV
bound constant C = 0.825 1/eV
P1(0,0) = -1.3514e-01 1/eV, bound 8.2488e-01 1/eV
P1(10,10) = 2.1084e-04 1/eV, bound 3.6792e-02 1/eV
P1(20,20) = 7.1356e-06 1/eV, bound 1.6411e-03 1/eV
P1(40,40) = 1.0327e-08 1/eV, bound 3.2648e-06 1/eV
density, exact/saddle at m=400: 0.99772
density, exact/saddle at m=800: 0.99886
field tail amplitude, high-low = 1.7299 1/eV
field tail amplitude, low-high = 0.0444 1/eV
field element high-low at R=61: 1.3140e-04 1/eV
its tail formula: 1.3140e-04 1/eV
largest Bloch minus open-chain error = 8.0e-15 1/eV
At resonance w = gap with broadening eta = 0.01 eV:
measured 0.03541, formula 0.03541 per site
small-eta law 0.03536 per site
range = 56.5 angstrom
\end{verbatim}
